# Harpooning distance of an oxygen molecule at a metal surface

## The problem

A neutral oxygen molecule drifts slowly towards a flat, clean metal surface. The work function of the metal is $W=4.1$ eV, and the electron affinity of the molecule is $A=0.45$ eV. At some distance an electron may jump from the metal to the molecule. The negative ion is then pulled to the surface by the charge it induces there, as if the metal had thrown a harpoon and hauled in the line.

In the simplest model of this process the metal is a perfect conductor filling the half-space below a plane, the ion is a point charge $-e$ at height $z$ above that plane, and the neutral molecule does not interact with the metal at all. The harpooning distance $z_h$ is the height at which the transfer of one electron from the Fermi level costs no energy.

Find $z_h$, and decide whether the model predicts harpooning at long range, well outside the region where the electron clouds of molecule and metal overlap.

Gaussian units are used, with $e>0$. The problem is one of electrostatics and energy differences, so $\hbar$ and the electron mass do not enter. For the numbers, $e^2=14.40$ eV Å.

## A tempting solution

Far from the surface, taking an electron out of the metal costs $W$, and attaching it to the molecule returns $A$. The net cost is

$$W-A=4.10\ \text{eV}-0.45\ \text{eV}=3.65\ \text{eV}.$$

Near the surface this cost is reduced by the attraction between the ion and the metal. The metal acts on the ion like an image charge $+e$ at depth $z$ below the plane. The two charges are $2z$ apart, and the potential energy of charges $-e$ and $+e$ at that separation is $-e^2/(2z)$. The transfer is free when

$$W-A-\frac{e^2}{2z}=0,$$

which gives

$$z=\frac{e^2}{2(W-A)}=\frac{14.40\ \text{eV Å}}{2\times 3.65\ \text{eV}}=1.97\ \text{Å}.$$

## Where it fails

The cost at infinity is right, and so are the position and size of the image charge. The fault lies in the energy $-e^2/(2z)$, as a comparison with the force shows.

The ion is attracted by a charge $+e$ at distance $2z$, so the force towards the surface has the magnitude

$$F(z)=\frac{e^2}{(2z)^2}=\frac{e^2}{4z^2}.$$

If $U(z)$ is the energy of the ion at the metal, the attractive force must equal $dU/dz$. The proposed energy gives instead

$$\frac{d}{dz}\left(-\frac{e^2}{2z}\right)=\frac{e^2}{2z^2},$$

which is twice the force. The two statements cannot both hold.

The expression $-e^2/(2z)$ is the energy of two given charges, each of which exists whether or not the other is near. The image is not such a charge. It stands for a surface charge that changes its shape as the ion moves, and building up that surface charge costs energy. The tempting solution leaves this cost out.

## The right solution

### The field outside the metal

Let $h$ be the height of a field point above the plane and $\rho$ its lateral distance from the line through the ion. The metal is held at zero potential. Consider

$$\phi(\rho,h)=-\frac{e}{\sqrt{\rho^2+(h-z)^2}}+\frac{e}{\sqrt{\rho^2+(h+z)^2}},\qquad h\ge 0.$$

The first term is the potential of the ion. The second has its singularity at $h=-z$, inside the metal, so it satisfies Laplace's equation everywhere outside. At $h=0$ the two square roots are equal and $\phi=0$, as required. At infinity $\phi$ vanishes.

No other potential meets these conditions. The difference of two solutions would have no singularity outside the metal, since the ion's term cancels. It would be harmonic there and zero on the plane and at infinity. A harmonic function takes its largest and smallest values on the boundary, so the difference is zero everywhere.

The surface charge density $\sigma$ follows from the normal field, $4\pi\sigma=-\partial\phi/\partial h$ at $h=0$. Differentiation gives

$$\frac{\partial\phi}{\partial h}=\frac{e(h-z)}{[\rho^2+(h-z)^2]^{3/2}}-\frac{e(h+z)}{[\rho^2+(h+z)^2]^{3/2}}.$$

At $h=0$ each term equals $-ez/(\rho^2+z^2)^{3/2}$, and therefore

$$\sigma(\rho)=\frac{1}{4\pi}\,\frac{2ez}{(\rho^2+z^2)^{3/2}}=\frac{ez}{2\pi(\rho^2+z^2)^{3/2}}.$$

The total induced charge is

$$\int_0^\infty \sigma(\rho)\,2\pi\rho\,d\rho=ez\int_0^\infty\frac{\rho\,d\rho}{(\rho^2+z^2)^{3/2}}=ez\left[-\frac{1}{\sqrt{\rho^2+z^2}}\right]_0^\infty=e.$$

This fits the transfer process. The metal was neutral before it gave up one electron, so it is left with the charge $+e$, and this is the charge that gathers below the ion.

### The energy from the work done

An external agent moves the ion slowly from infinity to $z$. At height $x$ the metal pulls the ion inwards with force $e^2/(4x^2)$, so the agent must hold it back with an equal force pointing outwards, in the direction of increasing $x$. The work done by the agent is

$$U(z)=\int_\infty^z\frac{e^2}{4x^2}\,dx=\left[-\frac{e^2}{4x}\right]_\infty^z=-\frac{e^2}{4z}.$$

It is negative because the displacement is opposite to the agent's force. Charge rearranges within the metal during the motion, but the metal is at zero potential throughout, so this adds no further work. With the ion at rest at both ends, $U(z)$ is the change in electrostatic energy.

### Where the other half goes

The same result follows from an energy balance without any motion. Let $\sigma$ be a trial surface charge density, not yet the true one. Its energy in the presence of the ion has two parts,

$$U[\sigma]=E_{\text{int}}+E_{\text{self}},$$

$$E_{\text{int}}=-e\int\frac{\sigma(\mathbf r)}{\sqrt{r^2+z^2}}\,d^2r,\qquad E_{\text{self}}=\frac12\iint\frac{\sigma(\mathbf r)\,\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.$$

Here $\mathbf r$ is a position in the plane, measured from the point below the ion. A small change $\delta\sigma$ alters the energy to first order by

$$\delta U=\int\delta\sigma(\mathbf r)\left[-\frac{e}{\sqrt{r^2+z^2}}+\int\frac{\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r'\right]d^2r.$$

The factor $\tfrac12$ has disappeared because $\delta\sigma$ can stand in either place in the double integral. The bracket is the total potential on the plane. For the true surface charge it vanishes, so $\delta U=0$. The second-order term is the self-energy of $\delta\sigma$, which is positive because it equals the integral of the squared field over $8\pi$. The true surface charge therefore minimizes $U$.

Now multiply the true $\sigma$ by a number $\lambda$. The interaction is linear in the surface charge and the self-energy is quadratic, so

$$U(\lambda)=\lambda E_{\text{int}}+\lambda^2E_{\text{self}}.$$

The minimum must lie at $\lambda=1$. Setting the derivative to zero there gives $E_{\text{int}}+2E_{\text{self}}=0$, or

$$E_{\text{self}}=-\tfrac12E_{\text{int}},\qquad U=\tfrac12E_{\text{int}}.$$

At the position of the ion the surface charge produces the same potential as the image, $e/(2z)$. Hence

$$E_{\text{int}}=-\frac{e^2}{2z},\qquad E_{\text{self}}=+\frac{e^2}{4z},\qquad U=-\frac{e^2}{4z}.$$

At $z=1.0$ Å these are $-7.20$ eV, $+3.60$ eV and $-3.60$ eV. The tempting solution kept the first number and dropped the second.

### The energy balance

The zero of energy is the neutral metal with the neutral molecule. After the transfer, with the ion at $z$, the energy is

$$\Delta(z)=W-A-\frac{e^2}{4z}.$$

This can also be read as a statement about levels. Measured from the vacuum level, the Fermi level lies at $-W$ and the affinity level of the distant molecule at $-A$. The image attraction lowers the affinity level to $-A-e^2/(4z)$, and the transfer is free where it meets the Fermi level.

The derivative $d\Delta/dz=e^2/(4z^2)$ is positive, so $\Delta$ rises steadily with distance. It tends to $-\infty$ as $z\to0$ and to $W-A>0$ as $z\to\infty$. There is thus one zero, at

$$z_h=\frac{e^2}{4(W-A)}.$$

With the given values,

$$z_h=\frac{14.40\ \text{eV Å}}{4\times3.65\ \text{eV}}=0.99\ \text{Å},$$

or 1.86 bohr. The simple harpooning distance is about 1 Å.

The cost of the transfer on the way in is as follows.

| $z$ (Å) | $-e^2/(4z)$ (eV) | $\Delta$ (eV) |
|---|---|---|
| 4.0 | $-0.90$ | $2.75$ |
| 2.0 | $-1.80$ | $1.85$ |
| 1.0 | $-3.60$ | $0.05$ |
| 0.7 | $-5.14$ | $-1.49$ |

At the distance found by the tempting solution, which is $2z_h$, the image energy has paid for half of $W-A$. The other half is still missing, and the transfer is far from free.

## Comparison with two separate ions

Harpooning is also used to describe collisions in a gas, where an atom gives an electron to a molecule at separation $R$. The atom becomes a positive ion with a charge of its own, and the attraction of the pair is $-e^2/R$. If the cost at infinity were again 3.65 eV, the crossing would lie at

$$R=\frac{e^2}{3.65\ \text{eV}}=3.95\ \text{Å}.$$

This is four times $z_h$. One factor of two arises because the image is as far below the plane as the ion is above it, so that the charges are $2z$ apart. The other is the self-energy of the surface charge, which has no counterpart for two point ions. For equal cost at infinity, a metal surface therefore harpoons at a shorter distance than a single atom does.

## How the result depends on the input

The affinity matters little here because it is small compared with the work function. The value 0.45 eV refers to a molecule and an ion that each have their own best bond length. An electron that jumps while the nuclei stand still finds the ion at the bond length of the neutral molecule, where the energy of the ion is not at its minimum. Less energy is then returned, and the crossing moves inwards. As an illustration, setting $A=0$ gives

$$z_h=\frac{14.40\ \text{eV Å}}{4\times4.10\ \text{eV}}=0.88\ \text{Å}.$$

The estimate remains about 1 Å.

The work function has more room to change. Lowering it by 1 eV to 3.1 eV leaves a cost of 2.65 eV at infinity and moves the crossing out to 1.36 Å. The table shows what a long range would require. For a crossing at 4.0 Å, $W-A$ would have to equal the image energy of 0.90 eV, so that with the same affinity the work function would be only 1.35 eV.

As $W$ approaches $A$ from above, $z_h$ grows without limit. For $W<A$ there is no crossing, because the ion is then favoured at every distance. In that regime the energy balance no longer sets the range. What matters is whether the electron can tunnel through the gap in the time available, and this model does not describe that.

## What the number means

The height $z$ is measured from the plane on which the conductor's surface charge sits, called the image plane. It is not measured from the outermost nuclei of the metal. If the image plane lies a distance $d_0$ outside those nuclei, the molecule at the crossing is $z_h+d_0$ away from them. This distance is not small. In a jellium model with the electron density of aluminium, the image plane lies 0.8 to 0.9 Å outside the edge of the positive background, and for the (111) face that edge lies about 1.2 Å outside the nuclei. Then $d_0$ is about 2 Å, and the crossing is about 3 Å from the nuclei. In the same model the electron density of the metal is roughly a tenth of its bulk value at the image plane and a hundredth of it at the centre of the molecule.

The model also treats the ion as a point, although the bond of an oxygen molecule is roughly 1.2 Å long, which is more than $z_h$. The effect can be seen by placing a charge $-e/2$ on each atom, with the atoms a distance $d$ apart. The relation $U=\tfrac12E_{\text{int}}$ still holds, since the scaling argument did not depend on the shape of the ion. The repulsion between the two half charges belongs to the free ion and is already contained in $A$.

For a molecule lying parallel to the surface, each half charge is $2z$ from its own image and $\sqrt{4z^2+d^2}$ from the image of the other. There are two pairs of each kind, and each pair has the charge product $-e^2/4$. Thus

$$U_\parallel=\frac12\left[-\frac{2e^2}{4}\,\frac{1}{2z}-\frac{2e^2}{4}\,\frac{1}{\sqrt{4z^2+d^2}}\right]=-\frac{e^2}{4}\left[\frac{1}{2z}+\frac{1}{\sqrt{4z^2+d^2}}\right].$$

For $d\to0$ the bracket becomes $1/z$ and the point-ion result returns. For $d>0$ the attraction is weaker, and the crossing moves inwards.

For an upright molecule with its centre at $z>d/2$, the atoms are at heights $z\pm d/2$. Their distances from their own images are $2z\pm d$, and both cross distances are $2z$. This gives

$$U_\perp=-\frac{e^2}{8}\left[\frac{1}{2z-d}+\frac{1}{2z+d}+\frac1z\right]=-\frac{e^2}{8}\left[\frac{4z}{4z^2-d^2}+\frac1z\right].$$

The first term in the last bracket exceeds $1/z$, so the attraction is stronger than for a point ion, and the crossing of the centre moves outwards. When $d$ is comparable with $z$, the answer depends on the orientation of the molecule, about which the point-ion formula says nothing. With $d=1.2$ Å the crossing lies at 0.90 Å for the parallel molecule and at 1.17 Å for the upright one.

The ion is also polarizable. The field $e/(4z^2)$ of the surface charge induces a dipole in it, which to lowest order adds the energy $-\tfrac12\alpha\,[e/(4z^2)]^2=-\alpha e^2/(32z^4)$, where $\alpha$ is the polarizability along the surface normal. For an $\alpha$ of a few Å$^3$ this term is below 0.01 eV at 4.0 Å, but it matters near the crossing. It moves the point-ion crossing out to 1.15 Å for $\alpha=2$ Å$^3$ and to 1.24 Å for $\alpha=3.9$ Å$^3$.

At about 1 Å from the image plane the outer parts of the electron clouds of molecule and metal overlap. The surface charge of a real metal has a finite thickness, and the energy $-e^2/(4z)$, which diverges at the plane, cannot be trusted there. The neutral molecule interacts with the metal as well. Any attraction it feels lowers the starting energy and raises the cost of the transfer, while any repulsion does the opposite. The value of 0.99 Å is therefore an estimate within the model, not the position of a sharp event at a real surface.

The question about long range can still be answered. At 4.0 Å, where the assumptions are less strained, the transfer costs 2.75 eV, a large part of the cost at infinity. With these values of $W$ and $A$, the simple model gives no long-range harpooning. It places the crossing where its own assumptions fail, so whether and how charge is transferred close to the surface must be settled by a calculation that treats the electrons of molecule and metal together.

Nor does the distance give a sticking probability. To stick, the molecule must lose enough energy to stay at the surface, and the energy balance contains no such loss. It also contains no transfer rate, and so it cannot show whether the spin of the oxygen molecule slows the transfer.
